\section*{Microcanonical rate constants from Arrhenius laws by inverse Laplace transform}

\section{What goes wrong without the inversion}

A unimolecular reaction at finite pressure is described by a competition between collisions, which change the energy $E$ of a molecule, and reaction at the microcanonical rate $k(E)$. Suppose the available information is instead a thermal rate constant at high pressure, $k_\infty(T)=A\,e^{-E_a/k_BT}$. One must get from a function of temperature to a function of energy, and a plausible guess can fail badly.

Suppose one reads the Arrhenius law as "molecules above $E_a$ react at rate $A$", so that $k(E)=A$ for $E>E_a$ and zero below. For two classical oscillators the density of states is proportional to $E$. With $\beta=1/k_BT$, the normalised thermal distribution is $\beta^2E\,e^{-\beta E}$, and the guess gives
\begin{equation}
A\int_{E_a}^{\infty}\beta^2E\,e^{-\beta E}\,dE
=A\,(1+\beta E_a)\,e^{-\beta E_a}.
\end{equation}
The integral follows from the antiderivative $-(1+\beta E)e^{-\beta E}$. For $\beta E_a=28.8$, the value in the example below, the guess is too large by a factor of about 30. The rate $k(E)$ has to be found by inverting the thermal average.

\section{The thermal average is a Laplace transform}

Measure $E$ from the reactant's ground level, zero-point energy included in that level. Let $\rho(E)$ be the density of the active states, those that share energy freely, with $\rho=0$ for $E<0$. Their partition function is
\begin{equation}
Q(\beta)=\int_0^\infty\rho(E)\,e^{-\beta E}\,dE ,
\label{eq:Q}
\end{equation}
assumed finite for every $\beta>0$. Let $k(E)\ge0$ be the rate averaged over the states at energy $E$.

In the high-pressure limit collisions restore the thermal distribution faster than reaction depletes it. The probability density of $E$ is then $\rho(E)e^{-\beta E}/Q(\beta)$, and
\begin{equation}
k_\infty(\beta)=\frac{1}{Q(\beta)}\int_0^\infty k(E)\rho(E)e^{-\beta E}\,dE .
\label{eq:avg}
\end{equation}
Write $\mathcal L[f](\beta)=\int_0^\infty f(E)e^{-\beta E}dE$. Multiplying by $Q$ gives
\begin{equation}
\mathcal L[k\rho](\beta)=k_\infty(\beta)\,Q(\beta).
\label{eq:master}
\end{equation}
The inversion therefore yields the product $k\rho$, and division by $\rho$ comes last. Formally, with $c>0$ to the right of all singularities,
\begin{equation}
k(E)\rho(E)=\frac{1}{2\pi i}\int_{c-i\infty}^{c+i\infty}
k_\infty(\beta)Q(\beta)\,e^{\beta E}\,d\beta .
\label{eq:brom}
\end{equation}

\subsection*{Why the answer is unique}

Suppose two candidates for $k\rho$ have the same transform for all $\beta\ge b$, and let $g$ be their difference. Define $G(E)=\int_0^E g(x)e^{-bx}dx$. It is continuous, $G(0)=0$, and $G(\infty)=\mathcal L[g](b)=0$. Choose a constant $a>0$ with the units of $\beta$. For $m=1,2,\dots$, integration by parts gives
\begin{equation}
0=\mathcal L[g](b+ma)=\int_0^\infty G'(E)e^{-maE}dE
=ma\int_0^\infty G(E)e^{-maE}dE .
\end{equation}
With $u=e^{-aE}$ this says $\int_0^1u^{m-1}G\,du=0$, so $G$, a continuous function of $u$ on $[0,1]$, is orthogonal to every polynomial. Polynomials approximate it uniformly, hence $\int_0^1G^2du=0$ and $G=0$. Thus $g=0$ except possibly on a set of zero measure, which no thermal average can detect.

It is enough that the rate law holds exactly on an interval of $\beta$. Both sides of \eqref{eq:master} are analytic to the right of that interval's lower end, so equality on the interval extends to all larger $\beta$.

\section{Strict Arrhenius behaviour}

Let $k_\infty=A\,e^{-\beta E_a}$ with constants $A>0$ and $E_a\ge0$. The right side of \eqref{eq:master} is $A\,e^{-\beta E_a}Q(\beta)$. To recognise it as a transform, put $E=x+E_a$ in \eqref{eq:Q}:
\begin{align}
e^{-\beta E_a}Q(\beta)
&=\int_0^\infty\rho(x)\,e^{-\beta(x+E_a)}\,dx\nonumber\\
&=\int_{E_a}^\infty\rho(E-E_a)\,e^{-\beta E}\,dE .
\label{eq:shift}
\end{align}
Since $\rho(E-E_a)=0$ for $E<E_a$, the lower limit may be replaced by zero. The expression is the transform of $\rho(E-E_a)$, and uniqueness gives $k(E)\rho(E)=A\rho(E-E_a)$. Where $\rho(E)>0$,
\begin{equation}
\boxed{\,k(E)=A\,\frac{\rho(E-E_a)}{\rho(E)}\quad(E>E_a),\qquad k(E)=0\quad(E<E_a).}
\label{eq:ilt}
\end{equation}
In \eqref{eq:brom} the same step is visible directly: the factor $e^{-\beta E_a}$ turns $e^{\beta E}$ into $e^{\beta(E-E_a)}$, so the inverse of $Q$ is evaluated at $E-E_a$.

The ratio compares the states available after an energy $E_a$ has been set aside with all states at $E$. If $\rho$ is nondecreasing, $k(E)\le A$.

\subsection*{Conditions}

\textbf{A true density.} For discrete levels $E_i$ with degeneracies $g_i$, \eqref{eq:master} becomes
\begin{equation}
\sum_i g_i\,k(E_i)\,e^{-\beta E_i}=A\sum_i g_i\,e^{-\beta(E_i+E_a)} .
\end{equation}
The exponents on the two sides must match, so every shifted level $E_i+E_a$ must itself be a reactant level. Otherwise no $k(E)$ reproduces the strict law. A continuous active degree of freedom such as a classical rotor removes this obstacle. A deliberate smoothing of the levels removes it only if the smoothed $\rho(E)$ is positive wherever $\rho(E-E_a)$ is; a smoothing narrower than the gaps between levels can leave it in place.

Matching does occur for $s$ equal oscillators of quantum $h\nu$ with $E_a=mh\nu$. The number of ways to distribute $j$ quanta is $\binom{j+s-1}{s-1}$, so for $j\ge m$
\begin{equation}
k_j=A\binom{j-m+s-1}{s-1}\bigg/\binom{j+s-1}{s-1},
\end{equation}
which is Kassel's quantum expression.

\textbf{A nonnegative $E_a$.} For $E_a<0$ the right side of \eqref{eq:master} is $A\,e^{\beta|E_a|}Q$. States within $\delta<|E_a|$ of the ground level contribute at least $e^{-\beta\delta}\int_0^\delta\rho\,dE$ to $Q$, so the product grows without bound as $\beta\to\infty$. The left side, an integral of a nonnegative function times $e^{-\beta E}$ over $E\ge0$, cannot grow with $\beta$. No $k(E)$ exists.

\section{A power of temperature in the prefactor}

Now let
\begin{equation}
k_\infty=A\left(\frac{T}{T_0}\right)^{n}e^{-\beta E_a}
=A\,\beta_0^{\,n}\,\beta^{-n}e^{-\beta E_a},
\qquad \beta_0=\frac{1}{k_BT_0}.
\label{eq:tn}
\end{equation}
The reference temperature $T_0$ keeps $A$ a rate for every $n$. Take $n>0$ first. Substituting $u=\beta t$ in the gamma integral gives
\begin{equation}
\int_0^\infty\frac{t^{n-1}}{\Gamma(n)}e^{-\beta t}dt
=\frac{\beta^{-n}}{\Gamma(n)}\int_0^\infty u^{n-1}e^{-u}du=\beta^{-n}.
\label{eq:gamma}
\end{equation}
So $\beta^{-n}Q$ is a product of two transforms. A product corresponds to a convolution: with $\varepsilon=x+t$ at fixed $x$,
\begin{align}
\beta^{-n}Q(\beta)
&=\int_0^\infty dx\,\rho(x)e^{-\beta x}\int_0^\infty dt\,\frac{t^{n-1}}{\Gamma(n)}e^{-\beta t}\nonumber\\
&=\int_0^\infty dx\,\rho(x)\int_x^\infty d\varepsilon\,
\frac{(\varepsilon-x)^{n-1}}{\Gamma(n)}e^{-\beta\varepsilon}\nonumber\\
&=\int_0^\infty d\varepsilon\,e^{-\beta\varepsilon}
\int_0^\varepsilon dx\,\rho(x)\frac{(\varepsilon-x)^{n-1}}{\Gamma(n)} .
\label{eq:conv}
\end{align}
The order of integration may be exchanged because the integrand is nonnegative; the region is $0<x<\varepsilon$ in both orders. The factor $e^{-\beta E_a}$ shifts the result as in \eqref{eq:shift}, so $\varepsilon=E-E_a$. For $E>E_a$,
\begin{equation}
\boxed{\,k(E)=\frac{A\,\beta_0^{\,n}}{\Gamma(n)\,\rho(E)}
\int_0^{E-E_a}\rho(x)\,(E-E_a-x)^{n-1}\,dx\qquad(n>0).}
\label{eq:main}
\end{equation}
The integral has the units of $\rho$ times energy$^n$, which $\beta_0^{\,n}$ cancels.

\subsection*{The case $n=1$ and the link to RRKM}

For $n=1$ the kernel is unity and the integral is the reactant's sum of states, $N(\varepsilon)=\int_0^\varepsilon\rho\,dx$. If also $A=k_BT_0/h$, then $A\beta_0=1/h$ and
\begin{equation}
k(E)=\frac{N(E-E_a)}{h\,\rho(E)} .
\end{equation}
This is the RRKM form $k=W^\ddagger(E-E_0)/[h\rho(E)]$, where $W^\ddagger$ is the transition state's sum of states and $E_0$ its threshold, for a transition state with $W^\ddagger=N$ and $E_0=E_a$. Such a transition state has as many degrees of freedom as the reactant, whereas one at a saddle point lacks the reaction coordinate, so this is a match of form only.

Comparing RRKM with the strict law \eqref{eq:ilt} at $E_0=E_a$ gives $W^\ddagger(\varepsilon)=hA\,\rho(\varepsilon)$. Strict Arrhenius behaviour thus requires a transition-state sum proportional to the reactant density. It is a property of the assumed rate law, which an actual transition state need not have. In the model of the worked example below, a transition state equal to the reactant without one 1000 cm$^{-1}$ mode has $W^\ddagger/\rho=5$ cm$^{-1}$ at $\varepsilon=5$ cm$^{-1}$, 763 cm$^{-1}$ at 10050 cm$^{-1}$ and 950 cm$^{-1}$ at 80050 cm$^{-1}$, far from constant.

\section{Small and negative powers}

Suppose $\rho$ is nondecreasing, and let $d\rho(x)$ be its increment, including the jump from zero at $x=0$. Then $\rho(E)=\int_{0^-}^{E}d\rho(x)$, and exchanging integrations gives
\begin{equation}
Q=\int_{0^-}^\infty d\rho(x)\int_x^\infty e^{-\beta E}dE
=\frac1\beta\int_{0^-}^\infty e^{-\beta x}d\rho(x).
\end{equation}
Hence $\beta Q$ is the transform of $d\rho$. Write $\beta^{-n}Q=\beta^{-(n+1)}\,(\beta Q)$. For $n+1>0$, \eqref{eq:gamma} with $n$ replaced by $n+1$, and the exchange used in \eqref{eq:conv}, give
\begin{equation}
k(E)\rho(E)=\frac{A\beta_0^{\,n}}{\Gamma(n+1)}
\int_{0^-}^{E-E_a}(E-E_a-x)^n\,d\rho(x),\qquad n>-1 .
\label{eq:stieltjes}
\end{equation}
For $n>0$ this equals \eqref{eq:main}, by uniqueness. As $n\to0$ from above the power stays bounded and tends to one for each $x<E-E_a$, and the integral tends to $\rho(E-E_a)$ wherever $\rho$ is continuous: the strict law is recovered. From below the power is unbounded near $x=E-E_a$ and continuity alone is not enough; it suffices that $\rho$ has a bounded slope just below $E-E_a$, as a step density has between its steps.

How far $n$ can be lowered depends on $\rho$. Take quantum oscillators with partition function $q(\beta)=\sum_ig_ie^{-\beta E_i}$ and one classical two-dimensional rotor of constant density $1/B$. Then $\rho$ rises by $g_i/B$ at each vibrational level, $Q=q/(\beta B)$, and
\begin{equation}
k(E)\rho(E)=\frac{A\beta_0^{\,n}}{\Gamma(n+1)B}
\sum_{E_i<E-E_a}g_i\,(E-E_a-E_i)^n .
\label{eq:levels}
\end{equation}
For $-1<n<0$ this diverges just above each shifted level, but integrably. At $n=-1$ the transform is proportional to $q\,e^{-\beta E_a}$, which belongs to delta functions, so $k(E)$ is no longer a function.

For $n<-1$ no nonnegative $k(E)$ exists in this model. The required transform is
\begin{equation}
k_\infty Q=\frac{A\beta_0^{\,n}}{B}\,\beta^{|n|-1}q(\beta)\,e^{-\beta E_a}.
\end{equation}
If $k\rho$ had weight $w>0$ below $E_a-\delta$, its transform would be at least $w\,e^{-\beta(E_a-\delta)}$, which exceeds the right side at large $\beta$. So $k\rho$ must vanish below $E_a$, and $e^{\beta E_a}k_\infty Q$, an integral over $e^{-\beta(E-E_a)}$ with $E\ge E_a$, cannot increase with $\beta$. But it is proportional to $\beta^{|n|-1}q$, which does increase at large $\beta$, where $q\to1$. A fitted law with $n<-1$ can therefore serve here over a limited temperature range at best as an approximation.

\section{Classical oscillators}

Let $\rho=CE^{s-1}$ with $s>0$, so $Q=C\,\Gamma(s)\beta^{-s}$. Then
\begin{equation}
k_\infty Q=A\beta_0^{\,n}C\,\Gamma(s)\,\beta^{-(s+n)}e^{-\beta E_a}.
\end{equation}
For $s+n>0$, \eqref{eq:gamma} inverts the power and the shift rule does the rest. Dividing by $CE^{s-1}$,
\begin{equation}
k(E)=A\,\frac{\Gamma(s)}{\Gamma(s+n)}\,
[\beta_0(E-E_a)]^n\left(\frac{E-E_a}{E}\right)^{s-1}.
\label{eq:classical}
\end{equation}
At $n=0$ this is the classical RRK expression, which rises from zero at threshold (for $s>1$) to $A$ at high energy. For $n>0$ the rate grows as $E^n$ without limit. Here negative powers are allowed down to $n>-s$. For $s>1$ this goes further than the limit $n>-1$ of the quantum model, because at large $\beta$ this $Q$ falls as $\beta^{-s}$, while that of the quantum model falls only as $\beta^{-1}$.

\section{Activation energy as a difference of means}

Take the logarithm of \eqref{eq:avg} and differentiate:
\begin{equation}
-\frac{d\ln k_\infty}{d\beta}
=\frac{\int E\,k\rho\,e^{-\beta E}dE}{\int k\rho\,e^{-\beta E}dE}
-\frac{\int E\,\rho\,e^{-\beta E}dE}{\int\rho\,e^{-\beta E}dE}
=\langle E\rangle_{\rm react}-\langle E\rangle .
\end{equation}
The second term arises from $-\ln Q$. From \eqref{eq:tn}, $\ln k_\infty=\text{const}-n\ln\beta-\beta E_a$, hence
\begin{equation}
\langle E\rangle_{\rm react}-\langle E\rangle=E_a+nk_BT .
\label{eq:tolman}
\end{equation}
For $n=0$ the reacting molecules have the distribution $\rho(E-E_a)e^{-\beta E}$, which is the thermal distribution displaced upwards by $E_a$.

\section{Worked example}

The model has nine quantum oscillators, with wavenumbers 700, 1000 (twice), 1400 (three times) and 3000 (three times) cm$^{-1}$, and one classical two-dimensional rotor with $B=1$ cm$^{-1}$. These are round parameters, not those of a particular molecule. Energies are expressed as wavenumbers. We take $A=10^{14}$ s$^{-1}$, $E_a=20000$ cm$^{-1}$ (239 kJ/mol) and $T_0=1000$ K, so $k_BT_0=695.0$ cm$^{-1}$.

At $E=30005$ cm$^{-1}$ the state count gives $\rho(E-E_a)=7480$ and $\rho(E)=8.156\times10^6$ per cm$^{-1}$. Equation \eqref{eq:ilt} yields
\begin{equation}
k=10^{14}\times\frac{7480}{8.156\times10^6}\ \mathrm{s^{-1}}
=9.17\times10^{10}\ \mathrm{s^{-1}} .
\end{equation}
A numerical evaluation of \eqref{eq:brom}, using the closed partition function and no state count, gives $k\rho$; divided by the counted $\rho(E)$, it yields the same value. For $n=1.5$ the inversion, the convolution \eqref{eq:main} and the level sum \eqref{eq:levels} all give $3.09\times10^{11}$ s$^{-1}$.

The classical formula \eqref{eq:classical} with $n=0$ needs $s=10$, since nine oscillators contribute $\beta^{-9}$ to $Q$ and the rotor $\beta^{-1}$. It gives
\begin{equation}
k_{\rm cl}=10^{14}\left(\frac{10005}{30005}\right)^{9}\mathrm{s^{-1}}
=5.10\times10^{9}\ \mathrm{s^{-1}},
\end{equation}
too small by a factor of 18 relative to the quantum count. The thermal law is the same in both cases; the density used in the inversion makes the difference.

The power $n$ redistributes the rate over energy:
\begin{center}
\begin{tabular}{ccc}
$E$ / cm$^{-1}$ & $k$, $n=0$ / s$^{-1}$ & $k$, $n=1.5$ / s$^{-1}$\\
20005 & $2.04\times10^{8}$ & $9.37\times10^{4}$\\
22005 & $1.40\times10^{9}$ & $1.20\times10^{9}$\\
25005 & $1.20\times10^{10}$ & $2.15\times10^{10}$\\
40005 & $7.14\times10^{11}$ & $5.17\times10^{12}$
\end{tabular}
\end{center}
Both columns have the same thermal average at $T_0$, $k_\infty=31.8$ s$^{-1}$, so neither can lie above the other at all energies. Of these two, $n=1.5$ gives the smaller rate near threshold and the larger rate high above it; because of the steps in $\rho$ the curves cross several times between about 21900 and 22900 cm$^{-1}$. For $-1<n<0$ no such simple ordering holds, since $k(E)$ diverges just above every shifted level. The strict law starts with a finite step at $E_a$, because the rotor makes $\rho(0^+)=1/B$ nonzero.

At $T_0$ the mean energy of all molecules is 2488 cm$^{-1}$. For $n=1.5$ that of the reacting molecules is 23531 cm$^{-1}$. The difference, 21043 cm$^{-1}$, agrees with $20000+1.5\times695.0$ cm$^{-1}$ from \eqref{eq:tolman}.

\section{Why measured rates do not fix the details of $k(E)$}

Uniqueness concerns an exactly known $k_\infty$. To see what small errors do, multiply the strict $k(E)$ by $1+\alpha\cos\omega(E-E_a)$. Since $k\rho=A\rho(E-E_a)$, the relative change of $k_\infty$ is
\begin{equation}
\frac{\delta k_\infty}{k_\infty}
=\frac{\alpha\int_0^\infty\rho(\varepsilon)\cos(\omega\varepsilon)e^{-\beta\varepsilon}d\varepsilon}{Q(\beta)}
=\alpha\,\mathrm{Re}\,\frac{Q(\beta+i\omega)}{Q(\beta)} .
\end{equation}
In the model $Q=q/(\beta B)$, and $|q(\beta+i\omega)|\le q(\beta)$ because $q$ is a sum of exponentials with positive weights. Therefore
\begin{equation}
\left|\frac{\delta k_\infty}{k_\infty}\right|
\le\frac{\alpha\,\beta}{\sqrt{\beta^2+\omega^2}} .
\end{equation}
For $\alpha=0.5$ and a period of 400 cm$^{-1}$, $\omega=2\pi/400=0.0157$ cm, while $\beta_0=1/695.0=0.00144$ cm. The bound at $T_0$ is $0.5\times0.091=0.046$. The computed change is smaller still: at most 0.46\% of $k_\infty$ at the temperatures sampled from 800 to 1500 K.

This particular 50\% ripple in $k(E)$ would thus be hidden by a 1\% uncertainty in $k_\infty$ over that range. How far the change lies below the bound depends on the period and phase chosen: 1000, 1400 and 3000 cm$^{-1}$ are half-odd multiples of 400 cm$^{-1}$, so their factors in $q(\beta+i\omega)$ are $1/(1+e^{-\beta h\nu})$ in place of $1/(1-e^{-\beta h\nu})$. The largest change over all phases of the ripple is the modulus $\alpha|Q(\beta+i\omega)|/Q(\beta)$, which reaches 1.2\% in this temperature range; the cosine picks out only the real part, which is smaller. For another period or phase only the bound is guaranteed; it falls as $\alpha\beta/\omega$ when $\omega\gg\beta$, so fine ripples are hidden and coarse ones need not be. Conversely, inversion amplifies such errors: here a change below 0.5\% in $k_\infty$ corresponds to 50\% in $k(E)$. Assuming an Arrhenius form with few parameters excludes added ripples by choice, and the resulting $k(E)$ inherits that choice. For example, a straight-line fit of $\ln k_\infty$ against $\beta$ to the $n=1.5$ law from 800 to 1500 K matches it within 5\%, with $E_a=21130$ cm$^{-1}$ and a prefactor of $5.2A$. Its $k(E)$ is zero between 20000 and 21000 cm$^{-1}$, a range that carries 15\% of the reaction at 800 K under the $n=1.5$ law, and is about half the $n=1.5$ value near 40000 cm$^{-1}$. The numerical check printed below covers the inversion, the thermal averages, and the classical and Kassel formulas.

\section*{Numbers as computed}
\begin{verbatim}
Boltzmann constant = 0.695035 cm^-1/K
A = 1.0e+14 s^-1, Ea = 20000 cm^-1, T0 = 1000 K, B = 1.0 cm^-1
Ea converted = 239.25 kJ/mol
oscillators / cm^-1: 700 1000 1000 1400 1400 1400 3000 3000 3000
k_B T0 = 695.035 cm^-1
k_B T0/h = 2.0837e+13 s^-1
k(E) at E = 30005 cm^-1: level formula, Bromwich inversion / s^-1
  n = -0.5: 8.28238e+10, 8.28288e+10
  n =  0.0: 9.17131e+10, 9.17131e+10
  n =  1.0: 2.09614e+11, 2.09614e+11
  n =  1.5: 3.09290e+11, 3.09290e+11
  convolution quadrature, n = 1.5: 3.09290e+11 s^-1
E/cm^-1, rho(E-Ea), rho(E) /(1/cm^-1), k for n = -0.5, 0, 1.5 /s^-1
  20005: 1.0000e+00 4.9008e+05 1.3573e+09 2.0405e+08 9.3658e+04
  22005: 1.3000e+01 9.2828e+05 2.7751e+09 1.4004e+09 1.1979e+09
  25005: 2.6900e+02 2.2356e+06 1.1480e+10 1.2033e+10 2.1490e+10
  30005: 7.4800e+03 8.1559e+06 8.2824e+10 9.1713e+10 3.0929e+11
  40005: 4.9008e+05 6.8647e+07 4.5811e+11 7.1391e+11 5.1718e+12
  60005: 6.8647e+07 1.6147e+09 1.9279e+12 4.2515e+12 7.2319e+13
T/K, n, k_inf from rate law, from average of k(E) /s^-1
  800, 0.0: 2.39154e-02, 2.39151e-02
  800, 1.5: 1.71125e-02, 1.71125e-02
  1000, 0.0: 3.18378e+01, 3.18375e+01
  1000, 1.5: 3.18378e+01, 3.18378e+01
  1500, 0.0: 4.66260e+05, 4.66259e+05
  1500, 1.5: 8.56575e+05, 8.56575e+05
mean energy of all molecules at T0 = 2488.2 cm^-1
  n = 0.0: reacting mean = 22488.2, difference = 20000.0, Ea+n*kT0 = 20000.0 cm^-1
  n = 1.0: reacting mean = 23183.2, difference = 20695.0, Ea+n*kT0 = 20695.0 cm^-1
  n = 1.5: reacting mean = 23530.8, difference = 21042.5, Ea+n*kT0 = 21042.6 cm^-1
ripple in k(E): amplitude 50 %, period 400 cm^-1
largest change of k_inf, 800-1500 K = 0.458 %
classical k, same modes and rotor, E = 30005 cm^-1: 5.0958e+09 s^-1
quantum k / classical k there = 17.998
Kassel model: s = 9, quantum = 1000 cm^-1, m = 20
  thermal average at T0 = 3.18378e+01 s^-1
n = -1.5: shifted transform, 50 K over 100 K = 1.4142
\end{verbatim}
